# Child-law sheath thickness and narrow holes in low-pressure plasma nitridation

## Problem

A steel workpiece is nitrided in a low-pressure nitrogen plasma and held at a steady negative bias. At the edge of the sheath in front of it the plasma density is \(n=10^{16}\ \mathrm{m^{-3}}\), the electron temperature is 2 eV, and the voltage across the sheath is \(V=500\) V.

(a) How thick is the sheath in front of a flat surface, if ions cross it without collisions?

(b) The workpiece has round holes of 1, 5, 10 and 30 mm diameter. Into which of them can plasma of this edge density extend, so that the side wall has its own sheath?

(c) How far do the neglected effects move the answer to (a)?

The electron temperature is written as a voltage, \(T=2\) V. The ions are singly charged, of mass \(M\), and cold. For numbers that depend on the mass they are taken to be \(\mathrm{N_2^+}\), mass number 28.

## First estimate by scaling

Two ingredients are needed: the ion current, and the charge it leaves in the sheath.

**The current.** Let \(\varphi\ge 0\) be the potential drop measured from the sheath edge towards the workpiece, and let ions enter with speed \(u\). Energy conservation gives them a speed \(\sqrt{u^2+2e\varphi/M}\), and constant flux gives the density

\[
n_i=n\left(1+\frac{2e\varphi}{Mu^2}\right)^{-1/2}\approx n\left(1-\frac{e\varphi}{Mu^2}\right).
\]

Electrons in thermal equilibrium have \(n_e=n\,e^{-\varphi/T}\approx n(1-\varphi/T)\). Poisson's equation for the drop is \(\varphi''=(e/\varepsilon_0)(n_i-n_e)\), so near the edge

\[
\varphi''=\frac{en}{\varepsilon_0}\left(\frac1T-\frac{e}{Mu^2}\right)\varphi .
\]

If the bracket is negative, the potential oscillates instead of growing steadily towards the wall. A sheath therefore needs \(u^2\ge eT/M\). We take the marginal value, the Bohm speed \(u=\sqrt{eT/M}\), which is 2625 m/s here. The current density is \(J=enu=4.206\ \mathrm{A/m^2}\).

**The charge.** An ion reaches the workpiece with speed \(v_w=\sqrt{2eV/M}\), if its small entry energy is neglected. The charge density there is

\[
\rho_w=\frac{J}{v_w}=en\sqrt{\frac{T}{2V}} .
\]

Suppose this value represents the whole sheath, and replace the second derivative in Poisson's equation by \(V/s^2\). Then \(V/s_{\rm est}^2=\rho_w/\varepsilon_0\), or

\[
s_{\rm est}^2=\frac{\varepsilon_0V}{en}\sqrt{\frac{2V}{T}}
=\frac{\lambda^2}{2}\left(\frac{2V}{T}\right)^{3/2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0T}{en}} .
\]

The second form uses \(\varepsilon_0V/(en)=\lambda^2V/T\). The Debye length is \(\lambda=0.1051\) mm, and \(2V/T=500\) gives \((2V/T)^{3/4}=105.7\). Hence

\[
s_{\rm est}=\frac{0.1051\ \mathrm{mm}\times105.7}{\sqrt2}\approx7.9\ \mathrm{mm}.
\]

For a hole, the simplest criterion is that sheaths on opposite walls must not meet. The diameter must then exceed about \(2s_{\rm est}\approx16\) mm. This would admit plasma to the 30 mm hole and exclude it from the other three.

## Exact solution of the collisionless model

### Flat surface

The model now has no electrons in the sheath, zero field at its edge, and ions that start there at rest while carrying the Bohm current. Let \(x\) run from the edge to the workpiece. Poisson's equation is \(dE/dx=\rho/\varepsilon_0\), and steady flow means \(\rho v=J\) everywhere. The field felt by one moving ion therefore changes at the rate

\[
\frac{dE}{dt}=v\frac{dE}{dx}=\frac{\rho v}{\varepsilon_0}=\frac{J}{\varepsilon_0},
\]

which is constant. With \(E=0\) at \(t=0\), \(E=Jt/\varepsilon_0\). Newton's law \(M\,dv/dt=eE\) becomes

\[
\frac{dv}{dt}=Kt,\qquad K=\frac{eJ}{M\varepsilon_0},
\]

and two integrations give \(v=Kt^2/2\) and \(x=Kt^3/6\).

The ion reaches the wall when \(v=v_w\), at \(\tau=\sqrt{2v_w/K}\). The thickness is

\[
s=\frac K6\left(\frac{2v_w}{K}\right)^{3/2}=\frac{\sqrt2}{3}\,\frac{v_w^{3/2}}{K^{1/2}} .
\tag{1}
\]

Squaring, and inserting \(v_w\) and \(K\),

\[
s^2=\frac29\left(\frac{2eV}{M}\right)^{3/2}\frac{M\varepsilon_0}{eJ}
=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V^{3/2}}{J},
\]

which is Child's law. Now insert \(J=en\sqrt{eT/M}\). The mass cancels, because heavier ions are slower both at the edge and in the sheath:

\[
s^2=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0}{en}\,\frac{V^{3/2}}{T^{1/2}}
=\frac{4\sqrt2}{9}\,\lambda^2\left(\frac VT\right)^{3/2}
=\frac29\,\lambda^2\left(\frac{2V}{T}\right)^{3/2}.
\]

The last step uses \((V/T)^{3/2}=(2V/T)^{3/2}/(2\sqrt2)\). Therefore

\[
\boxed{\,s=\frac{\sqrt2}{3}\,\lambda\left(\frac{2V}{T}\right)^{3/4}}
\tag{2}
\]

and, for the given plasma,

\[
s=0.4714\times0.1051\ \mathrm{mm}\times105.7=5.24\ \mathrm{mm}.
\]

This answers (a): about 5 mm. Since \(s=K\tau^3/6\) and \(v_w=K\tau^2/2\), the transit time is \(\tau=3s/v_w\). With \(v_w=5.87\times10^4\) m/s it is 0.268 microseconds. A steady sheath presupposes a bias held constant for much longer than this, and also for longer than the few microseconds in which the sheath edge settles after a change of bias. The scale of that settling time is \(s/u\approx2\) microseconds, because the plasma supplies ions at the Bohm speed.

### Round hole

In a hole the sheath is curved. Consider a long hole of radius \(R\), with a plasma core of radius \(a\) on its axis. The core has the same edge density \(n\) and temperature \(T\), and the drop \(V\) lies between core and wall. Ions move outwards and spread over a growing area, so the current density at radius \(r\) is \(Ja/r\). Poisson's equation is

\[
\frac1r\frac{d(rE)}{dr}=\frac{\rho}{\varepsilon_0},\qquad \rho v=\frac{Ja}{r}.
\]

Following an ion as before,

\[
\frac{d(rE)}{dt}=v\,\frac{r\rho}{\varepsilon_0}=\frac{Ja}{\varepsilon_0}
\quad\Rightarrow\quad rE=\frac{Jat}{\varepsilon_0}
\quad\Rightarrow\quad \frac{d^2r}{dt^2}=\frac{Kat}{r}.
\]

Set \(r=ay\) and \(t=\theta q\) with \(\theta^3=a/K\). All constants drop out:

\[
y''=\frac qy,\qquad y(0)=1,\quad y'(0)=0,
\tag{3}
\]

where primes denote derivatives with respect to \(q\).

To compare with the flat sheath at the same \(n\), \(T\) and \(V\), note that the impact speed \(v_w=ay'/\theta\) is the same in both. Equation (1) then gives

\[
s=\frac{\sqrt2}{3}\,\frac{a^{3/2}y'^{3/2}}{\theta^{3/2}K^{1/2}}=\frac{\sqrt2}{3}\,a\,y'^{3/2},
\]

because \(\theta^{3/2}K^{1/2}=a^{1/2}\). With \(R=ay\) at the wall,

\[
\frac Rs=\frac{3y}{\sqrt2\,y'^{3/2}} .
\tag{4}
\]

Each value of \(q\) at the wall corresponds to one core size. For small \(q\), \(y'\approx q^2/2\) and \(y\approx1+q^3/6\), so \(R-a\approx aq^3/6\approx s\): a wide hole has the flat sheath on its wall. Larger \(q\) means a core that is thinner relative to the hole.

Does (4) allow every hole radius? Its logarithmic derivative is

\[
\frac{y'}{y}-\frac32\frac{y''}{y'}=\frac{y'^2-\tfrac32q}{y\,y'}\equiv\frac{g}{y\,y'} .
\]

The sign of \(g\) decides whether \(R/s\) falls or rises. Using (3),

\[
g'=2y'y''-\tfrac32=2p-\tfrac32,\qquad p=\frac{qy'}{y},
\]

and differentiating \(p\) gives

\[
q\,p'=p(1-p)+\frac{q^3}{y^2}.
\]

The right side is positive as long as \(p\le1\). So \(p\) climbs from zero past 3/4 and cannot fall back below it. Consequently \(g\), which starts at zero, first decreases and then increases without limit, and it crosses zero once. The ratio \(R/s\) thus has a single minimum, at \(y'^2=3q/2\). Numerical integration of (3) places it at

\[
\frac Ra=3.162,\qquad \frac{R_{\min}}{s}=2.406 .
\]

The smallest hole that can hold such a core has diameter

\[
D_{\min}=2\times2.406\times5.24\ \mathrm{mm}=25.2\ \mathrm{mm}.
\]

A minimum exists because shrinking the core has two opposing effects. It frees room for the sheath, but it also reduces the ion current per unit length of hole. The space charge is then more dilute and needs a greater distance to take up 500 V.

This answers (b). The 1, 5 and 10 mm holes, with diameters of 0.19, 0.95 and 1.9 times \(s\), are excluded. The 30 mm hole can hold plasma in this model, but it exceeds the limit by only 19 %, a margin comparable with the corrections discussed below. One solution there has a core radius of 8.29 mm and a sheath of 6.71 mm, which is 28 % thicker than on the flat surface. Because (4) has a minimum, a second solution with a thinner core also exists. The one quoted belongs to the branch that joins the flat sheath in wide holes; the steady model does not say which is stable.

The size limit is a necessary condition, not a sufficient one. Ions leave the core at the Bohm speed \(u\), which would empty a uniform core of radius \(a\) in a time of about \(a/(2u)\), or 1.6 microseconds for the core quoted. Unless ionization inside the hole replaces them, plasma that enters through the mouth at about the Bohm speed thins out within a depth comparable with the core radius or less. A deep 30 mm hole is then not filled at the full edge density. Replacement would need about \(2u/a\approx6\times10^5\) ionizations per electron per second. Thermal 2 eV electrons in 1 mTorr of nitrogen give roughly \(10^2\), so only fast electrons could supply it.

The limit is tied to the edge density. At fixed \(T\) and \(V\), \(s\propto n^{-1/2}\), so a lower density makes matters worse, while a hole of diameter \(D\) can hold a core only if the edge density is at least \(n(D_{\min}/D)^2\). For 1 mm this is

\[
10^{16}\ \mathrm{m^{-3}}\times(25.22)^2=6.36\times10^{18}\ \mathrm{m^{-3}} .
\]

A hollow-cathode discharge, in which electrons released by the wall ionize gas inside the hole, raises the local density. Whether it reaches this value lies outside the model.

### Inside a hole without plasma

The 1 mm hole is about five times narrower than the sheath is thick, so the sheath spans its mouth and ions enter it with about 500 eV. Can their own charge produce an appreciable field towards the side wall? Their density is \(n_b=J/(ev_w)=4.47\times10^{14}\ \mathrm{m^{-3}}\). Take it as uniform across the hole radius \(b=0.5\) mm, and let \(\Phi\) be the potential relative to the wall. Then

\[
\frac1r\frac{d}{dr}\left(r\frac{d\Phi}{dr}\right)=-\frac{en_b}{\varepsilon_0}
\quad\Rightarrow\quad
\Phi=\frac{en_b}{4\varepsilon_0}\,(b^2-r^2),
\]

and the value on the axis is 0.51 V, about 0.1 % of the sheath voltage.

The sheath field also leaks in through the mouth. In a long hole with a conducting wall, the axisymmetric solutions of Laplace's equation that decay with depth \(z\) are \(J_0(\kappa r)e^{-\kappa z}\), where \(J_0\) is the Bessel function and \(J_0(\kappa b)=0\). The slowest decay belongs to the first zero, \(\kappa=2.405/b\). One diameter down, this part has fallen to \(e^{-4.81}=0.0082\) of its value at the mouth.

Beyond the first diameter or so, the interior is therefore nearly at workpiece potential. Its side wall has no 500 V sheath and is not struck at normal incidence by ions of that energy, as the outer surface is. It is still struck at grazing incidence. The radial field of the beam, \(en_br/(2\varepsilon_0)\), bends ions outwards according to \(d^2r/dz^2=en_br/(4\varepsilon_0V)=r/(3s)^2\). The mouth, where the wall field \(E_w=4V/(3s)\) ends, acts as a diverging lens of focal length \(4V/E_w=3s\approx16\) mm. Together they bring nearly half of the entering ions to the side wall within a depth of 5 mm, at about 2° to the surface. The model says nothing about neutral nitrogen species, which can enter the hole without any field.

## Comparison of estimate and solution

The scaling estimate has the correct dependence on \(n\), \(T\) and \(V\), but gives 7.9 mm instead of 5.24 mm. The ratio is 2/3, and it can be traced. In the exact solution \(\rho=J/v\propto t^{-2}\propto x^{-2/3}\), so the charge is densest near the edge, where ions are slow. With zero field at the edge,

\[
V=\int_0^s\frac{(s-x)\rho}{\varepsilon_0}\,dx
=\frac{\rho_ws^2}{\varepsilon_0}\int_0^1(1-\xi)\,\xi^{-2/3}d\xi
=\frac{\rho_ws^2}{\varepsilon_0}\left(3-\frac34\right)
=\frac94\,\frac{\rho_ws^2}{\varepsilon_0}.
\]

The estimate had 1 in place of 9/4, which makes its length too large by a factor 3/2.

For holes, the exact flat thickness would suggest a limit of \(2s=10.5\) mm, and the estimate suggested 16 mm. Both are well below the 25.2 mm of the curved sheath. The four holes are sorted alike by all three criteria, but a 20 mm hole would be misjudged by both flat ones.

## What the model leaves out

**Electrons and entry energy.** Keep the Boltzmann electrons and the Bohm entry speed, and write \(c=\varphi/T\). Poisson's equation becomes \(\lambda^2c''=(1+2c)^{-1/2}-e^{-c}\). Here primes are derivatives with respect to \(x\). Multiplying by \(c'\) and integrating from the edge, where \(c=c'=0\),

\[
\tfrac12\lambda^2c'^2=\sqrt{1+2c}+e^{-c}-2 .
\]

Child's law has \(\sqrt{2c}\) on the right. The expression here is smaller for every \(c>0\), since \(\sqrt{1+2c}-\sqrt{2c}<1\) and \(e^{-c}<1\). The field is therefore weaker at each potential, and the sheath is thicker. For small \(c\) the right side behaves as \(c^3/3\), so \(dx\propto c^{-3/2}dc\), and the distance to \(c=0\) diverges: the edge is not a sharp place. Measured from where the potential has dropped by \(T\), the thickness is 5.9 mm; measured from \(0.1\,T\), it is 6.6 mm. These are 13 % and 26 % above the Child value. These percentages hold for the flat sheath. In the hole the same equation, in units of \(\lambda\), reads \((rc')'=a(1+2c)^{-1/2}-r\,e^{-c}\). Started at the core radius with the flat-sheath slope at a drop between \(T\) and \(0.3\,T\), it gives a smallest diameter of about 28 to 29 mm instead of 25.2 mm. The 30 mm hole is then still admitted, but by less than 10 %, while the exclusion of the three smaller holes stands.

**Collisions.** In charge exchange a fast ion is replaced by one nearly at rest. With a constant free path \(l\), a simple model represents the effect on the mean ion motion by a drag:

\[
\frac{dv}{dt}=Kt-\frac{v^2}{l}.
\]

For a cross-section of \(5\times10^{-19}\ \mathrm{m^2}\) and gas at 700 K, both rough values, \(l=145\) mm at 1 mTorr. Integration then gives 5.23 mm, practically unchanged. About \(s/l\), or 3.6 %, of the ions collide on the way. The free path equals \(s\) at about 28 mTorr; there most ions would collide while crossing a distance \(s\), and the picture of ions arriving with the full 500 eV fails.

When \(l\ll s\), drag balances the field, \(v^2=eEl/M\), and

\[
\frac{dE}{dx}=\frac{J}{\varepsilon_0v}=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{elE}}
\quad\Rightarrow\quad
\frac23E^{3/2}=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{el}}\;x .
\]

Solving for \(E\) and integrating once more,

\[
V=\frac35\left(\frac{3J}{2\varepsilon_0}\right)^{2/3}\left(\frac{M}{el}\right)^{1/3}s^{5/3}.
\]

At 3 Torr, where \(l=0.048\) mm, this yields 2.86 mm; integrating the equation with inertia gives 2.8 mm. The drag law ignores the spread of ion speeds. In a uniform field, charge exchange gives a mean speed of only \(\sqrt{2/\pi}=0.80\) times the drag value. Since \(s\) varies as the 2/5 power of this factor, the thickness is about 9 % smaller, near 2.6 mm. Slow ions leave more charge per unit current, so the sheath is thinner. Density, temperature and ion current were held fixed in this comparison, although collisions in front of the sheath would change the current too.

**Reference of the bias.** If 500 V is measured from the potential of a floating wall, the sheath carries an additional drop \(\varphi_f\), at which electron and ion fluxes to such a wall balance:

\[
n\sqrt{\frac{eT}{2\pi m}}\,e^{-\varphi_f/T}=n\sqrt{\frac{eT}{M}}
\quad\Rightarrow\quad
\varphi_f=\frac T2\ln\frac{M}{2\pi m}=9\ \mathrm{V},
\]

with \(m\) the electron mass. The Child thickness becomes 5.31 mm, an increase of 1.4 %.

**Secondary electrons.** Let each ion release \(\gamma=0.1\) electrons, a rough value. Where half the voltage has been crossed, electrons and ions have equal kinetic energy, so their charge densities are in the ratio \(\gamma\sqrt{m/M}=0.00044\), which is negligible there.

**The real process.** The numbers are rough values for low-pressure plasma nitridation of steel, at pressures of the order of 1 mTorr. A bulk temperature of 2 eV at this pressure presupposes a plasma sustained by fast primary electrons, for example from a filament. A discharge of laboratory size sustained by its thermal electrons needs roughly 5 to 6 eV, and since \(s\propto T^{-1/4}\) its Child thickness at the same density is nearer 4 mm. What follows refers to 2 eV. There the largest of the corrections sized here comes from sheath electrons and ion entry energy, and a thickness of 5 to 7 mm is a fair statement of the result. Glow-discharge nitriding at pressures of the order of Torr breaks the collisionless assumption; for the same ion current the drag model roughly halves the thickness. Neither the 5 mm nor the 25 mm limit should be carried over to that process. The numerical output below lists the main values used.

## Computed values

```
Sheath-edge density: 1e+16 m^-3
Electron temperature: 2 eV
Sheath voltage: 500 V
Ion mass number (N2+): 28
Debye length at edge: 0.1051 mm
Ratio 2V/T: 500
(2V/T)^(3/4): 105.7
Bohm speed: 2625 m/s
Ion current density: 4.206 A/m^2
Child thickness, formula: 5.24 mm
Child thickness, trajectory: 5.24 mm
Field at workpiece: 127.2 V/mm
Ion impact speed: 5.87e+04 m/s
Ion transit time: 0.268 microseconds
Thickness with electrons, from drop T: 5.904 mm
Thickness with electrons, from 0.1 T: 6.608 mm
Floating-wall drop: 9 V
Child thickness with that drop added: 5.311 mm
Flat-sheath estimate 2s: 10.48 mm
Hole 1 mm: diameter/s = 0.191, plasma core excluded
Hole 5 mm: diameter/s = 0.954, plasma core excluded
Hole 10 mm: diameter/s = 1.908, plasma core excluded
Hole 30 mm: diameter/s = 5.725, plasma core possible
Smallest hole radius / s: 2.406
Hole radius / core radius at limit: 3.162
Smallest hole diameter with plasma: 25.22 mm
Core radius in 30 mm hole: 8.287 mm
Sheath thickness in 30 mm hole: 6.713 mm
Edge density needed for 1 mm hole: 6.36e+18 m^-3
Beam density at workpiece: 4.47e+14 m^-3
Axis potential rise in 1 mm hole: 0.506 V
Mouth-field decay number: 2.405
Mouth-field factor one diameter deep: 0.0082
Gas temperature (rough): 700 K
Charge-exchange cross-section (rough): 5e-19 m^2
Low pressure: 1 mTorr
Ion free path at low pressure: 145 mm
Thickness with drag, low pressure: 5.232 mm
Pressure where free path equals s: 28 mTorr
High pressure: 3 Torr
Ion free path at high pressure: 0.048 mm
Thickness with drag, high pressure: 2.8 mm
Drag-limit formula, high pressure: 2.86 mm
Error of drag-limit formula there: 2.2 %
Error at ten times shorter free path: 0.42 %
Secondary yield (rough): 0.1
Secondary/ion charge at half voltage: 0.00044
```
